# The Fowler–Nordheim exponent from the WKB action of a triangular barrier: test program

```python
# Result under test: for a triangular barrier the tunnelling probability is
#   T = P exp(-2S),  2S = 4 sqrt(mu) phi^(3/2) / (3 F)   (leading order, large S)
# which in SI units reads 2S = 4 sqrt(2m) phi^(3/2) / (3 e hbar E).
# Rydberg atomic units: hbar = 1, free-electron mass = 1/2, e^2 = 2.
#   phi  barrier height above the electron energy (Ry)
#   F    force e*E on the electron (Ry/bohr)
#   mu   dielectric effective mass / free-electron mass
#   k    wave number in the electrode (1/bohr), free-electron mass there
#   P    = 4 k q/(k^2+q^2), q = sqrt(mu phi)/mu, the matching factor
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp


def exponent_formula(phi, F, mu):
    return 4 * np.sqrt(mu) * phi**1.5 / (3 * F)


def exponent_quadrature(phi, F, mu, x_end):
    def kappa(x):
        return np.sqrt(mu * max(phi - F * x, 0.0))
    return 2 * quad(kappa, 0, x_end, epsabs=1e-11, epsrel=1e-11)[0]


def matching_factor(phi, mu, k):
    q = np.sqrt(mu * phi) / mu
    return 4 * k * q / (k**2 + q**2)


def transmission(psi, dpsi, flux, mu, k):
    """Transmission from the wave and its slope at the electrode."""
    incident = 0.5 * (psi + dpsi / (1j * k * mu))
    return (flux / mu) / (k * abs(incident)**2)


def transmission_ode(phi, F, mu, k):
    """Integrate the Schroedinger equation inward from an outgoing wave."""
    G = mu * F
    x_turn = phi / F
    u = 60 / G**(1 / 3)
    K = np.sqrt(G * u)
    psi = K**-0.5 + 0j
    dpsi = (1j * K - 1 / (4 * u)) * psi
    flux = (np.conj(psi) * dpsi).imag

    def rhs(x, y):
        return [y[1], mu * (phi - F * x) * y[0]]
    sol = solve_ivp(rhs, (x_turn + u, 0), [psi, dpsi], method="DOP853",
                    rtol=1e-10, atol=1e-12)
    assert sol.success
    return transmission(sol.y[0, -1], sol.y[1, -1], flux, mu, k)


def contour_wave(u, G):
    """Contour-integral solution and slope at distance u <= 0 from turning."""
    scale = max(np.sqrt(G * abs(u)), G**(1 / 3))

    def integral(f):
        return quad(f, 0, 6 * scale, points=[scale], limit=200,
                    epsabs=1e-11, epsrel=1e-10)[0]
    result = []
    for power in (0, 1):
        axis = integral(lambda s: s**power * np.exp(-s * u - s**3 / (3 * G)))

        def ray(r):
            return r**power * np.exp(np.exp(1j * np.pi / 3) * r * u
                                     - r**3 / (3 * G))
        side = integral(lambda r: ray(r).real) \
            + 1j * integral(lambda r: ray(r).imag)
        turn = np.exp(-1j * np.pi / 6)
        result.append(-1j * (1j * 1j)**power * axis
                      + turn * (1j * turn)**power * side)
    return result


phi, F, mu, k = 0.2, 0.002, 0.5, np.sqrt(0.8)
x_turn = phi / F
two_S = exponent_formula(phi, F, mu)
P = matching_factor(phi, mu, k)

# Action from its definition, triangular and trapezoidal barriers
assert abs(exponent_quadrature(phi, F, mu, x_turn) / two_S - 1) < 1e-7
d_thin = 60.0
two_S_thin = 4 * np.sqrt(mu) * (phi**1.5 - (phi - F * d_thin)**1.5) / (3 * F)
assert abs(exponent_quadrature(phi, F, mu, d_thin) / two_S_thin - 1) < 1e-7

# WKB smallness parameter at the electrode, by finite difference
h = 1e-3
inv_kappa = [1 / np.sqrt(mu * (phi - F * x)) for x in (-h, h)]
smallness = (inv_kappa[1] - inv_kappa[0]) / (2 * h)
assert abs(smallness * 3 * (two_S / 2) - 1) < 1e-5

# The contour solution carries the flux pi*G and gives the ODE transmission
G = mu * F
psi_t, dpsi_t = contour_wave(0.0, G)
flux_contour = (np.conj(psi_t) * dpsi_t).imag
assert abs(flux_contour / (np.pi * G) - 1) < 1e-6
psi_0, dpsi_0 = contour_wave(-x_turn, G)
T_contour = transmission(psi_0, dpsi_0, flux_contour, mu, k)
T_main = transmission_ode(phi, F, mu, k)
assert abs(T_contour / T_main - 1) < 1e-4
growth = abs(psi_0)**2 * np.sqrt(mu * phi) / (np.pi * G * np.exp(two_S))
assert abs(growth - 1) < 0.25 / (two_S / 2)

# Full solution against P exp(-2S); the neglected terms are of order 1/S
cases = [(0.2, 0.001, 0.5), (0.2, 0.002, 0.5), (0.2, 0.004, 0.5),
         (0.3, 0.002, 0.5), (0.2, 0.002, 1.0)]
rows = []
for case in cases:
    exponent = exponent_formula(*case)
    T_full = transmission_ode(*case, k)
    T_wkb = matching_factor(case[0], case[2], k) * np.exp(-exponent)
    assert abs(T_full / T_wkb - 1) < 0.25 / (exponent / 2)
    rows.append((*case, exponent, T_full, T_wkb, T_full / T_wkb))

# Slope of ln T against 1/F from the full solution
slope = (np.log(rows[0][4]) - np.log(rows[1][4])) / (1 / 0.001 - 1 / 0.002)
slope_formula = -4 * np.sqrt(mu) * phi**1.5 / 3
assert abs(slope / slope_formula - 1) < 1e-3

# SI form of the exponent
Ry = const.physical_constants["Rydberg constant times hc in J"][0]
bohr = const.physical_constants["Bohr radius"][0]
field = F * Ry / bohr / const.e
mass = mu * const.m_e
two_S_SI = (4 * np.sqrt(2 * mass) * (phi * Ry)**1.5
            / (3 * const.e * const.hbar * field))
assert abs(two_S_SI / two_S - 1) < 1e-7

# Image force: the barrier phi - F x - 1/(2 eps x) between its two zeros
eps = 2.5
root = np.sqrt(phi**2 - 2 * F / eps)
x_in, x_out = (phi - root) / (2 * F), (phi + root) / (2 * F)


def kappa_image(x):
    return np.sqrt(mu * max(phi - F * x - 1 / (2 * eps * x), 0.0))


two_S_image = 2 * quad(kappa_image, x_in, x_out, limit=200)[0]
assert two_S_image < two_S

print(f"barrier height phi = {phi:.3f} Ry = {phi*Ry/const.e:.3f} eV")
print(f"force F = {F:.4f} Ry/bohr; field E = {field/1e8:.3f} MV/cm")
print(f"mass ratio mu = {mu:.2f} (dimensionless)")
print(f"electrode kinetic energy k^2 = {k**2:.2f} Ry")
print(f"electrode wave number k = {k:.4f} 1/bohr")
print(f"decay constant at electrode = {np.sqrt(mu*phi):.4f} 1/bohr")
print(f"turning point x_t = {x_turn:.1f} bohr = {x_turn*bohr*1e9:.3f} nm")
print(f"S = {two_S/2:.4f} (dimensionless)")
print(f"2S, Rydberg formula = {two_S:.4f} (dimensionless)")
print(f"2S, quadrature = {exponent_quadrature(phi, F, mu, x_turn):.4f}"
      " (dimensionless)")
print(f"2S, SI formula = {two_S_SI:.4f} (dimensionless)")
print(f"WKB smallness at electrode = {smallness:.5f} (dimensionless)")
print(f"exp(-2S) = {np.exp(-two_S):.4e} (dimensionless)")
print(f"matching factor P = {P:.4f} (dimensionless)")
print(f"T = P exp(-2S) = {P*np.exp(-two_S):.4e} (dimensionless)")
print(f"T, direct integration = {T_main:.4e} (dimensionless)")
print(f"T, contour solution = {T_contour:.4e} (dimensionless)")
print(f"contour flux/(pi G) = {flux_contour/(np.pi*G):.8f} (dimensionless)")
print("phi(Ry) F(Ry/bohr) mu | 2S, T direct, T WKB, ratio (dimensionless)")
for r in rows:
    print(f"{r[0]:.2f} {r[1]:.4f} {r[2]:.2f} | {r[3]:.4f} {r[4]:.4e}"
          f" {r[5]:.4e} {r[6]:.5f}")
print(f"slope of ln T vs 1/F, direct = {slope:.6f} Ry/bohr")
print(f"slope of ln T vs 1/F, formula = {slope_formula:.6f} Ry/bohr")
print(f"slope magnitude as a field = {two_S*field/1e8:.2f} MV/cm")
print(f"thin film d = {d_thin:.1f} bohr; drop F d = {F*d_thin:.3f} Ry")
print(f"thin film 2S, trapezoid = {two_S_thin:.4f} (dimensionless)")
print(f"field at which thin film turns triangular = {phi/d_thin:.6f} Ry/bohr")
print(f"image-force permittivity eps = {eps:.2f} (dimensionless)")
print(f"barrier zeros with image force = {x_in:.3f}, {x_out:.3f} bohr")
print(f"2S with image force = {two_S_image:.4f} (dimensionless)")
print(f"factor exp(2S - 2S_image) = {np.exp(two_S-two_S_image):.3f}"
      " (dimensionless)")
print("all tests passed")
```

Running it gives:

```
barrier height phi = 0.200 Ry = 2.721 eV
force F = 0.0020 Ry/bohr; field E = 5.142 MV/cm
mass ratio mu = 0.50 (dimensionless)
electrode kinetic energy k^2 = 0.80 Ry
electrode wave number k = 0.8944 1/bohr
decay constant at electrode = 0.3162 1/bohr
turning point x_t = 100.0 bohr = 5.292 nm
S = 21.0819 (dimensionless)
2S, Rydberg formula = 42.1637 (dimensionless)
2S, quadrature = 42.1637 (dimensionless)
2S, SI formula = 42.1637 (dimensionless)
WKB smallness at electrode = 0.01581 (dimensionless)
exp(-2S) = 4.8813e-19 (dimensionless)
matching factor P = 1.8856 (dimensionless)
T = P exp(-2S) = 9.2043e-19 (dimensionless)
T, direct integration = 9.1916e-19 (dimensionless)
T, contour solution = 9.1916e-19 (dimensionless)
contour flux/(pi G) = 1.00000000 (dimensionless)
phi(Ry) F(Ry/bohr) mu | 2S, T direct, T WKB, ratio (dimensionless)
0.20 0.0010 0.50 | 84.3274 4.4899e-37 4.4929e-37 0.99933
0.20 0.0020 0.50 | 42.1637 9.1916e-19 9.2043e-19 0.99862
0.20 0.0040 0.50 | 21.0819 1.3136e-09 1.3174e-09 0.99710
0.30 0.0020 0.50 | 77.4597 4.5320e-34 4.5315e-34 1.00009
0.20 0.0020 1.00 | 59.6285 2.0264e-26 2.0314e-26 0.99753
slope of ln T vs 1/F, direct = -0.084326 Ry/bohr
slope of ln T vs 1/F, formula = -0.084327 Ry/bohr
slope magnitude as a field = 216.81 MV/cm
thin film d = 60.0 bohr; drop F d = 0.120 Ry
thin film 2S, trapezoid = 31.4970 (dimensionless)
field at which thin film turns triangular = 0.003333 Ry/bohr
image-force permittivity eps = 2.50 (dimensionless)
barrier zeros with image force = 1.010, 98.990 bohr
2S with image force = 39.5090 (dimensionless)
factor exp(2S - 2S_image) = 14.221 (dimensionless)
all tests passed
```
